# Ten-Year Failure Probability from a Constant 100 FIT Hazard

**Question**

I have an exercise on the reliability of chip wiring. The copper interconnect of a product is rated at a constant hazard of 100 FIT, and I am to show that the probability of failure within ten years is about 0.87 percent.

I multiplied the failure rate by the time and got 0.876 percent, which rounds to 0.88. Is the difference just rounding somewhere, or is multiplying wrong? I also took the reciprocal of the rate and found a mean life of more than a thousand years, which I can't believe of a metal line carrying current. What does the 100 FIT figure actually tell me?

**Answer**

Your product is a meaningful number, but it is an expected count of failures, not a probability. The two are close here because both are small. The mean life is a separate matter: it relies on the hazard staying constant far beyond the ten years you were asked about.

**Units first**

One FIT is one failure per \(10^9\) device-hours, so the hazard is

\[
\lambda = 100\times10^{-9}\ \mathrm{h^{-1}} = 10^{-7}\ \mathrm{h^{-1}} .
\]

I take a year as 365 days, or 8760 h, and assume that the product is powered all the time under the conditions for which the rating holds. Then

\[
t = 10\times 8760\ \mathrm{h} = 87600\ \mathrm{h},
\qquad
x=\lambda t = 0.00876 .
\]

The hours cancel, so \(x\) is a pure number. This is your 0.876 percent.

**From hazard to probability**

The hazard is the failure probability per unit time of a part *that is still working*. "Part" here means the whole interconnect of one chip. Let \(S(t)\) be the probability that it still works at time \(t\), with \(S(0)=1\). To fail between \(t\) and \(t+dt\), it must first have survived to \(t\), and then fail with probability \(\lambda\,dt\). Therefore

\[
S(t+dt)=S(t)-S(t)\,\lambda\,dt
\quad\Longrightarrow\quad
\frac{dS}{dt}=-\lambda S .
\]

The factor \(S\) on the right is what plain multiplication leaves out: parts that have already failed cannot fail again. Dividing by \(S\) and integrating from 0 to \(t\) gives

\[
\int_{1}^{S(t)}\frac{dS'}{S'}=-\lambda\int_0^t dt'
\quad\Longrightarrow\quad
\ln S(t)=-\lambda t ,
\]

because \(\ln 1=0\) and \(\lambda\) is constant. The failure probability is the complement of survival:

\[
F(t)=1-S(t)=1-e^{-\lambda t}.
\]

For your numbers,

\[
F=1-e^{-0.00876}=0.0087217 ,
\]

or 0.87 percent. You can also see this without calculus. In each hour a working part survives with probability \(1-10^{-7}\). Multiplying 87,600 such factors and subtracting the product from 1 gives 0.87217 percent, the same as the exponential formula to the digits shown.

Leap days do not matter at this precision. With an average year of 365.25 days, \(F\) is 0.8728 percent, which still rounds to 0.87.

**Settling the second digit by hand**

Since \(F=\int_0^x e^{-u}\,du\) and \(e^{-u}<1\) for \(u>0\), we have

\[
F<\int_0^x du=x .
\]

This inequality holds for any positive \(x\), so it also says \(1-e^{-u}<u\), or \(e^{-u}>1-u\). Putting that back into the integral gives a lower bound:

\[
F>\int_0^x(1-u)\,du=x-\frac{x^2}{2}.
\]

Here \(x^2/2=3.84\times10^{-5}\), so

\[
0.87216\%<F<0.876\% .
\]

The upper bound still rounds to 0.88, so one more step is needed. The lower bound also holds for any positive \(x\), so \(1-e^{-u}>u-u^2/2\), or \(e^{-u}<1-u+u^2/2\). Putting this into the integral gives a tighter upper bound:

\[
F<\int_0^x\left(1-u+\frac{u^2}{2}\right)du=x-\frac{x^2}{2}+\frac{x^3}{6}.
\]

The added term \(x^3/6\) is only \(1.1\times10^{-7}\), so \(F\) lies between 0.87216 and 0.87218 percent and rounds to 0.87. The quadratic term is what moves the rounded answer from 0.88 to 0.87.

Relative to \(F\), the linear estimate is too high by about \(x/2\), or 0.4 percent. That is harmless for most purposes when \(x\ll1\). For large \(x\) the estimate fails completely: \(x\) grows without limit, whereas \(F\) approaches 1.

**What your product counts**

Imagine that each failed part is replaced at once by a new one with the same constant hazard. The socket then holds a working part at all times, so the expected number of failures in each interval \(dt\) is \(\lambda\,dt\). Over the full time the expected number is \(\lambda t=x\).

For 10,000 sockets this gives

\[
10000\times0.00876=87.6
\]

expected failures. Without replacement, 10,000 parts give

\[
10000\times0.0087217=87.2 .
\]

The difference of about 0.4 is the expected number of failures among the replacements. So \(x\) answers "how many failures per socket should I expect if I keep repairing?", while \(F\) answers "how likely is this part to fail?"

**The thousand-year mean life**

The probability density of the failure time is \(-dS/dt\). The mean life follows by integration by parts:

\[
\langle t\rangle=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\big[-tS\big]_0^\infty+\int_0^\infty S\,dt
=\int_0^\infty e^{-\lambda t}dt=\frac1\lambda .
\]

The boundary term vanishes because \(t\,e^{-\lambda t}\) is zero at both ends. Thus \(\langle t\rangle=10^7\) h, or 1142 years.

The algebra is right, but the integral runs over all future times. It assumes that a part centuries old is as good as a new one. A ten-year rating gives no support for that. It is safer to read \(10^7\) h as the reciprocal of a failure rate than as a forecast of when the metal will wear out.

**If the hazard changes with age**

Let the hazard be \(h(t)\). The same argument gives \(dS/dt=-h(t)S\), and integration gives

\[
F(t)=1-\exp\!\left[-\int_0^t h(t')\,dt'\right].
\]

Only the area under the hazard curve enters. If 100 FIT is the *time average* over the ten years, the integral is still 0.00876 and the ten-year answer is unchanged. The failures may nevertheless be distributed very differently in time.

Electromigration, the drift of metal atoms driven by the current, is a wear-out process, and its lifetimes are commonly described by a lognormal distribution. This means that the logarithm of the lifetime is normally distributed, with standard deviation \(\sigma\), about the logarithm of the median life \(t_{50}\):

\[
F(t)=\Phi\!\left(\frac{\ln(t/t_{50})}{\sigma}\right),
\]

where \(\Phi\) is the cumulative normal distribution. Take \(\sigma=0.3\), a rough typical value for copper lines, and choose \(t_{50}\) so that the ten-year failure probability is again 0.872 percent. This requires \(t_{50}=20.4\) years. As a check,

\[
\frac{\ln(10/20.4)}{0.3}\approx-2.38,
\qquad \Phi(-2.38)\approx0.0087 .
\]

The two models agree at ten years by construction, but not elsewhere:

- After one year, the constant hazard gives 0.088 percent. The wear-out model gives practically zero.
- After fifteen years, the constant hazard gives 1.3 percent. The wear-out model gives about 15 percent.

The wear-out hazard averages 100 FIT over the decade but has risen to about 910 FIT by year ten. You therefore need to know which hazard a rating refers to. If a lognormal population with the same \(\sigma\) has an *instantaneous* hazard of 100 FIT at year ten, its ten-year failure probability is only 0.076 percent, less than a tenth of your answer.

**How far real operation can move the number**

The 100 FIT rating is a round value for the exercise. A budget for the wiring alone may be much smaller, in which case \(F\) falls almost in proportion. A constant hazard is a reasonable description of random failures between the early-defect period and wear-out. Electromigration breaks that assumption, and it is also sensitive to temperature.

To estimate the temperature effect, hold the current density fixed and let lifetimes vary as \(e^{E_a/k_BT}\). I use rough typical values for copper: an activation energy \(E_a=0.9\) eV and a rated line temperature of 378 K. If the line actually runs at 388 K, every lifetime is divided by

\[
a=\exp\!\left[\frac{E_a}{k_B}\left(\frac1{378\ \mathrm K}-\frac1{388\ \mathrm K}\right)\right]=2.04 .
\]

A hot part at time \(t\) has then aged as much as a rated part at time \(at\), so \(S_{\rm hot}(t)=S(at)\). For the constant hazard,

\[
F_{\rm hot}=1-e^{-a\lambda t}=1.77\% .
\]

The hazard has doubled, and so, nearly, has the failure probability. This assumes that the random failures have the same activation energy as electromigration, which need not be true.

For the matched wear-out population the change is much larger. Its median life falls from 20.4 years to

\[
\frac{20.4\ \text{years}}{2.04}=10.0\ \text{years},
\]

so about 50 percent fail within ten years. The near-perfect match between the new median and the ten-year target is an accident of these parameters. The increased sensitivity is not, although its size depends on \(\sigma\): with \(\sigma=0.5\) and the same ten-year failure probability at the rated temperature, about 17 percent would fail at the higher one. The excess over the constant-hazard result shrinks as the distribution broadens, and for these parameters it vanishes near \(\sigma\approx2.6\), far above the values used here. The original population had few failures because ten years lay in the early tail of its distribution, and shortening the lifetimes moved that point towards the middle. A single lognormal for a whole chip is itself a simplification, since a chip contains many lines and the first critical one to fail can end its life. The first failure among many lines is spread more narrowly than the life of one line, so a per-line \(\sigma\) applied to the whole chip understates the sensitivity. Take ten independent identical lines with \(\sigma=0.3\), matched so that the chip again fails with 0.872 percent probability in ten years. About 92 percent of such chips would fail within ten years at the higher temperature, and about 32 percent within fifteen years at the rated one. The 50 percent is therefore an indication of sensitivity, not a prediction for a product.

Operating time matters too. If the product is powered half the time and does not age while off, the constant-hazard exponent is halved and \(F\) becomes 0.437 percent. Mechanisms such as corrosion or stress-driven voiding need not stop when the current does, so "off" should not automatically be counted as "not ageing".

For the exercise as set, with a constant hazard and continuous operation, use \(1-e^{-\lambda t}\). The main values quoted here are collected in the numerical output below.

## Numbers as computed

```
Rated hazard: 100 FIT
Hazard: 1.0e-07 per hour
Hours per 365-day year: 8760 h
Operating time, 10 years: 87600 h
Product x = lam*t: 0.00876
Half square x^2/2: 3.8369e-05
Cubic term x^3/6: 1.120e-07
Lower bound x - x^2/2: 0.87216 %
Linear estimate x: 0.876 %
Ten-year failure probability F: 0.87217 %
F from hourly survival trials: 0.87217 %
F rounded: 0.87 %
Ten-year survival probability: 99.128 %
F with 365.25-day years: 0.8728 %
Number of parts: 10000
Expected failures, no replacement: 87.2
Expected failures, replacement: 87.6
Mean life: 1.000e+07 h
Mean life: 1142 years
Lognormal shape sigma (rough): 0.3
Matched wear-out median: 20.4 years
Wear-out ten-year average hazard: 100.0 FIT
Wear-out hazard at year 10: 908 FIT
One-year F, constant hazard: 0.0876 %
One-year F, wear-out: 4.5e-22 %
15-year F, constant hazard: 1.31 %
15-year F, wear-out: 15.3 %
Ten-year F if wear-out reaches 100 FIT at year 10: 0.076 %
Activation energy (rough): 0.9 eV
Rated line temperature: 378 K
Hotter line temperature: 388 K
Arrhenius lifetime factor: 2.04
Ten-year F at hotter line, constant hazard: 1.77 %
Ten-year F at hotter line, wear-out: 50 %
Operating fraction for duty example: 0.5
Ten-year F at this duty: 0.437 %
```
